\section*{A Moire Charge Crystal Does Not Need r_s Near 30}

\section{Definitions and conventions}

Electrons of effective mass $m$ move in a plane with dielectric constant $\varepsilon$. A moire potential forms a triangular lattice of wells with period $a$ and primitive vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$. The cell area is $\sqrt3a^2/2$. With $\nu$ electrons per cell, the density is
\begin{equation}
n=\frac{2\nu}{\sqrt3\,a^2}.
\end{equation}
The effective Bohr radius and the free-space coupling parameter are
\begin{equation}
a_B^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2},\qquad
r_s=\frac{1}{a_B^*\sqrt{\pi n}}
=\frac{a}{a_B^*}\sqrt{\frac{\sqrt3}{2\pi\nu}} .
\end{equation}
The electrons are spin polarized, the temperature is zero and there is no disorder. ``Insulator'' means a state with a nonzero charge gap
\begin{equation}
\Delta=E(N+1)+E(N-1)-2E(N),
\end{equation}
where $E(N)$ is the ground energy of $N$ electrons.

The example uses round model parameters: $a=8$ nm, $m=0.5\,m_e$, $\varepsilon=10$ and $\nu=1/3$. Metal gates lie a distance $d=10$ nm above and below the plane.

\section{The belief and its appeal}

The belief is that electrons can form a charge crystal only when $r_s$ reaches roughly 30 to 40, so that an insulator at fractional moire filling must satisfy the same condition.

For a clean, unscreened electron gas the reasoning is sound. Its one length is $r_0=1/\sqrt{\pi n}$, and
\begin{equation}
\frac{e^2/(4\pi\varepsilon_0\varepsilon r_0)}{\hbar^2/(mr_0^2)}
=\frac{me^2r_0}{4\pi\varepsilon_0\varepsilon\hbar^2}
=\frac{r_0}{a_B^*}=r_s .
\end{equation}
At zero temperature this ratio is the only dimensionless parameter, so a crystallization threshold must be a value of $r_s$.

In the example $a_B^*=1.058$ nm, hence
\begin{equation}
r_s=\frac{8}{1.058}\sqrt{\frac{3\sqrt3}{2\pi}}\approx6.87 .
\end{equation}
Since $r_s\propto n^{-1/2}$, reaching $r_s=30$ would require a density lower by $(30/6.87)^2\approx19$. By the free-space rule this system should be a metal.

The rule fails to carry over because a moire potential brings in two more quantities, its depth and its period. Neither the depth nor the resulting bandwidth appears in $r_s$.

\section{What the potential quenches}

Take
\begin{equation}
V(\mathbf r)=-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r),\qquad
G=|\mathbf G_j|=\frac{4\pi}{\sqrt3a},
\end{equation}
with the $\mathbf G_j$ at mutual angles of $120^\circ$. Near a minimum, $\cos u\approx1-u^2/2$ and $\sum_j(\mathbf G_j\cdot\mathbf r)^2=\tfrac32G^2r^2$, so
\begin{equation}
V\approx-6V_0+\tfrac32V_0G^2r^2 .
\end{equation}
Equating the second term to $m\omega^2r^2/2$ gives $\hbar\omega=\hbar G\sqrt{3V_0/m}$.

On the bond from one well to the next, one $\mathbf G_j$ is perpendicular to the bond and the other two give the phases $\pm2\pi x/a$. Measured from the well bottom, the potential is
\begin{equation}
U(x)=4V_0\left[1-\cos\frac{2\pi x}{a}\right]=8V_0\sin^2\frac{\pi x}{a}.
\end{equation}
The tunnelling action is therefore
\begin{equation}
S=\int_0^a\sqrt{2mU}\,dx
=\sqrt{16mV_0}\int_0^a\sin\frac{\pi x}{a}\,dx
=\frac{2a}{\pi}\sqrt{16mV_0}.
\end{equation}

The prefactor of the hopping $t$ also depends on $V_0$. The attempt frequency contributes $\omega\propto V_0^{1/2}$. The zero-point energy $\hbar\omega/2$ along the bond reduces the exponent by
\begin{equation}
\frac{1}{\hbar}\,\frac{\hbar\omega}{2}\int\sqrt{\frac{m}{2U}}\,dx
\simeq\frac{\omega}{2}\cdot2\int_{\ell}^{\sim a}\frac{dx}{\omega x}
=\ln\frac a\ell+\text{const},\qquad \ell=\sqrt{\frac{\hbar}{m\omega}},
\end{equation}
because $U\approx m\omega^2x^2/2$ near each end. This multiplies $t$ by $a/\ell\propto V_0^{1/4}$. The change of transverse zero-point energy along the path scales as $V_0^{1/2}$ and the traversal time as $V_0^{-1/2}$, so their product gives a factor independent of $V_0$. To leading semiclassical order,
\begin{equation}
t\propto V_0^{3/4}e^{-S/\hbar},\qquad S\propto\sqrt{V_0}.
\end{equation}
Between $V_0=40$ and $60$ meV this law predicts a change of $-2.04$ in $\ln t$. The computed bands give $-2.02$.

With nearest-neighbour hopping the band is
\begin{equation}
E_{\mathbf k}=-2t\left[\cos\mathbf k\cdot\mathbf a_1+\cos\mathbf k\cdot\mathbf a_2
+\cos\mathbf k\cdot(\mathbf a_1-\mathbf a_2)\right].
\end{equation}
The bracket is at most 3. Since $|1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}|^2=3+2[\cdots]\ge0$, it is at least $-3/2$, a value reached at the zone corner. The band runs from $-6t$ to $3t$, and its width is $W=9t$.

For $V_0=15$ meV the bands give $t=0.308$ meV and $W=2.73$ meV, close to $9t=2.77$ meV. Without the potential, the lowest band in the same zone is 20.9 meV wide.

It is tempting to say that the potential has quenched the kinetic energy. Taken literally, that is wrong. A free polarized gas has $n=k_F^2/4\pi$ and mean kinetic energy
\begin{equation}
\frac12\,\frac{\hbar^2k_F^2}{2m}=\frac{\hbar^2}{2m}\,2\pi n=2.9\ \text{meV}.
\end{equation}
An electron in a Wannier state of the moire band has $\langle p^2/2m\rangle=27.8$ meV, almost ten times more, because confinement costs momentum. That cost is the same in every arrangement that keeps each electron in one well, so it does not oppose charge order. Spreading over many wells lowers it, to 24.7 meV when the band is filled to one third, but the potential energy rises at the same time and the net gain is only 0.9 meV per electron. What opposes order is the energy gained by spreading over many wells. The bandwidth measures that gain, and it is the bandwidth that is quenched.

\section{The repulsion that remains}

At in-plane wavevector $q$, the potential of a charge sheet between grounded gates varies as $\sinh[q(d-|z|)]$. Matching the jump of its slope at $z=0$ to the charge gives the interaction
\begin{equation}
v(q)=\frac{e^2}{2\varepsilon_0\varepsilon}\,\frac{\tanh qd}{q}.
\end{equation}
If $\rho(\mathbf q)$ is the Fourier transform of the normalized Wannier density, two electrons in wells separated by $\mathbf R$ repel with
\begin{equation}
V_{\mathbf R}=\int\frac{d^2q}{(2\pi)^2}\,|\rho(\mathbf q)|^2v(q)\,e^{i\mathbf q\cdot\mathbf R}.
\end{equation}
No tunnelling factor enters. For nearest neighbours $V_1=9.46$ meV, against 8.94 meV for point charges. Hence
\begin{equation}
\frac{V_1}{t}=\frac{9.46}{0.308}\approx31,\qquad \frac{V_1}{W}\approx3.5 .
\end{equation}
That $V_1/t$ is close to 31 here is a coincidence of parameters and has no connection with the free-space threshold.

The next band lies 44 meV higher. Keeping only the lowest band is thus reasonable but not exact, since $V_1$ is about a fifth of that gap. Exchange and interaction-assisted hopping are also left out below. In the crystal at $V_0=15$ meV the neighbour exchange is 0.014 meV and the assisted terms change the hopping by about a tenth, both small compared with the gap.

\section{The charge gap at one-third filling}

First keep only $V_1$ and set $t=0$. On a periodic lattice of $N_s$ sites there are $2N_s$ elementary triangles. Each bond belongs to two triangles and each site to six. If $n_\tau$ is the number of electrons on triangle $\tau$, then
\begin{equation}
E=\frac{V_1}{2}\sum_\tau\frac{n_\tau(n_\tau-1)}{2},\qquad \sum_\tau n_\tau=6N .
\end{equation}
For integer $n_\tau$,
\begin{equation}
\frac{n_\tau(n_\tau-1)}2-(n_\tau-1)=\frac{(n_\tau-1)(n_\tau-2)}2\ge0,
\end{equation}
and therefore
\begin{equation}
E\ge\frac{V_1}{2}(6N-2N_s)=V_1(3N-N_s).
\end{equation}

At $N=N_s/3$, zero energy requires $n_\tau\le1$ everywhere. The average of $n_\tau$ is $6N/2N_s=1$, so every triangle holds one electron. Two triangles sharing an edge then have equal occupations at their opposite corners, which are $\sqrt3a$ apart. Repeating this step fills one of three sublattices. The ground states are the three $\sqrt3\times\sqrt3$ crystals.

With one more electron the bound gives $E\ge3V_1$. The value is reached, because every empty site of the crystal has three occupied neighbours. Removing an electron leaves $E=0$. The classical gap is therefore $3V_1$.

Now let the electrons hop. An electron of the crystal can make a virtual hop to six sites. Each has three occupied neighbours in the crystal, one of which is the site just vacated, so the cost is $2V_1$. The energy per electron is
\begin{equation}
-\frac{6t^2}{2V_1}=-\frac{3t^2}{V_1}.
\end{equation}
An added electron does better. The empty sites form a honeycomb lattice with three neighbours each, on which it moves at no classical cost, and its lowest energy is $-3t$. A vacancy gains nothing at first order: an electron hopping off its crystal site still meets at least one occupied neighbour. Thus
\begin{equation}
\Delta=3V_1-3t+c\,\frac{t^2}{V_1}+\cdots .
\end{equation}
On a 12-site cluster, sums over all lowest configurations give the coefficient $-3$ for $t$ and $c=2.5$. Exact diagonalization confirms this value of $c$, which belongs to that cluster.

In the example,
\begin{equation}
3V_1-3t=28.37-0.92=27.45\ \text{meV},
\end{equation}
and diagonalization of the 12-site neighbour-only model gives 27.46 meV.

\section{Distant repulsion}

The gated interaction extends beyond nearest neighbours, with $V_2=2.77$ meV at $\sqrt3a$ and $V_3=1.84$ meV at $2a$. Crystal electrons already repel each other through $V_2$, so removing one releases energy. For a rigid crystal $C$ and an empty site $\boldsymbol\tau$,
\begin{equation}
\Delta_{\rm rigid}=\sum_{\mathbf R\in C}V_{\mathbf R-\boldsymbol\tau}
-\sum_{\mathbf R\in C,\,\mathbf R\ne0}V_{\mathbf R}
=3V_1+3V_3-6V_2+\cdots .
\end{equation}
The terms shown give $28.4+5.5-16.6=17.3$ meV, and the full sum is 19.0 meV. The distant repulsion thus removes about a third of the neighbour-only gap.

Diagonalization with hopping and the full interaction gives 16.1 meV on 12 sites and 17.9 meV on 18 sites, after subtracting the interaction of each added charge with its periodic copies. The 12-site value is low for a specific reason. With one electron removed, that cluster holds three electrons at filling $1/4$, and they lower their energy by forming a different crystal, of spacing $2a$, instead of leaving a vacancy. On 18 sites the state with a vacancy has the lowest classical energy, so this value is the better estimate of the gap. The two values are 5.9 and 6.5 times $W$.

\section{Same $r_s$, different depth}

Changing $V_0$ alone leaves $r_s=6.87$ fixed. Crystal correlations are measured by
\begin{equation}
M=\frac{\langle|\rho_{\mathbf K}|^2\rangle}{N^2},\qquad
\rho_{\mathbf K}=\sum_{j=1}^{N}e^{i\mathbf K\cdot\mathbf r_j},
\end{equation}
where $\mathbf r_j$ is the centre of the well occupied by electron $j$ and $\mathbf K$ is the zone corner. A perfect crystal has $M=1$. For four electrons on 12 sites the results are:
\begin{center}
\begin{tabular}{rrrr}
$V_0$ (meV) & $W$ (meV) & $V_1/t$ & $M$\\
5 & 11.8 & 7.7 & 0.80\\
10 & 5.8 & 14.7 & 0.93\\
15 & 2.7 & 30.7 & 0.98\\
20 & 1.3 & 63.1 & 1.00
\end{tabular}
\end{center}
Over this range $t$ falls by a factor of 9, while $V_1$ falls by only a tenth.

The first row needs caution. At the midpoint of a zone edge, two plane waves of equal energy are coupled by $-V_0$, so to first order the two lowest bands are split there by $2V_0=10$ meV. This is comparable with $V_1$, so the one-band model is not accurate there. The value also depends strongly on the cluster: with the interaction at $V_0=15$ meV and the hopping enlarged to the same $V_1/t=7.7$, $M$ is 0.79, 0.73 and 0.43 on 12, 18 and 21 sites. The row shows a trend and does not establish order at this ratio.

A direct control keeps the interaction at $V_0=15$ meV and enlarges the hopping 40 times. $M$ then drops from 0.98 to 0.42. Without repulsion it is 0.21, which is not zero because the cluster holds only four electrons. The value 0.42 is itself a small-cluster effect: on 18 and 21 sites the same control gives about 0.15. The loss of order follows from the hopping, since nothing else was changed.

\section{Where the free-space criterion returns}

A threshold in $r_s$ alone requires gates much farther away than the spacing between electrons. Closer gates screen the repulsion and make the threshold depend on $d$ as well. With such distant gates, the ordinary electron gas and its threshold in $r_s$ are recovered as $V_0\to0$, where the lattice description fails. A second route back is $\nu\ll1$ in a deep potential. Near the band bottom,
\begin{equation}
E_{\mathbf k}\approx-6t+\tfrac32ta^2k^2,\qquad
m_b=\frac{\hbar^2}{3ta^2},
\end{equation}
because the squares of the three phases in the band formula add up to $\tfrac32k^2a^2$. Dilute electrons much farther apart than $a$ form a gas of mass $m_b$, with $r_s$ multiplied by $m_b/m$.

In the example, $\hbar^2/2m=76.2$ meV\,nm$^2$ gives
\begin{equation}
\frac{m_b}{m}=\frac{2\times76.2}{3\times0.308\times64}\approx2.6 .
\end{equation}
This is the nearest-neighbour value. Longer hops flatten the band bottom further and raise the ratio to about 3.0. Applied at $\nu=1/3$, these two masses would raise $r_s$ to about 18 and 20, still below 30, although the clusters show a gap and strong order. At $V_0=20$ meV, where $t=0.148$ meV, the nearest-neighbour estimate gives about 37 and would allow a crystal. The counterexample at 15 meV is enough, however, to show that replacing $m$ by $m_b$ does not rescue the free-space rule. At this filling the electrons are only $\sqrt3a$ apart, the continuum gas is the wrong model, and the discrete set of allowed positions matters.

A narrow band is not sufficient by itself. With no repulsion between wells, spin-polarized electrons at $\nu=1/3$ partly fill a band and form a metal, however small $W$ is. Filling matters too: an electron added to the crystal moves with amplitude $t$, so in a clean system the gap found here belongs to $\nu=1/3$ and need not persist at nearby densities. Other commensurate fillings can have crystals of their own. Close gates weaken $V_1$, and temperatures comparable with the gap excite carriers.

The expansion in $t/V_1$ and the small clusters support an insulator deep in the regime $V_1\gg t$. They do not fix the critical $V_1/t$ of an infinite lattice. The numerical output lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
moire period a = 8.0 nm; effective mass = 0.50 m_e
dielectric constant = 10.0; gate distance d = 10.0 nm
main moire amplitude V0 = 15.0 meV; filling = 0.3333
hbar^2/(2m) = 76.200 meV nm^2
e^2/(4 pi eps0 eps) = 143.996 meV nm
effective Bohr radius = 1.0584 nm
electron density = 0.006014 nm^-2
free-space r_s = 6.874
density at which r_s = 30: 0.000316 nm^-2
actual density / that density = 19.05
harmonic quantum = 75.10 meV
barrier along a bond = 120.0 meV
tunnelling action S/hbar = 6.391
ln[t(60 meV)/t(40 meV)], bands = -2.0241
ln[t(60 meV)/t(40 meV)], tunnelling law = -2.0415
lowest-band width without moire potential = 20.891 meV
lowest-band width W = 2.7274 meV
hopping t = 0.3076 meV; 9t = 2.7682 meV
second-neighbour hopping = -0.00773 meV
gap to second band = 44.466 meV
kinetic energy per electron, moire band = 27.761 meV
kinetic energy per electron, free gas = 2.879 meV
V1 from Wannier densities = 9.4572 meV
V1 for point charges = 8.9387 meV
V2 = 2.7682 meV; V3 = 1.8409 meV
V1/t = 30.75; V1/W = 3.47
classical neighbour-only gap 3 V1 = 28.372 meV
neighbour-only gap 3 V1 - 3 t = 27.449 meV
neighbour-only gap, 12-site diagonalization = 27.461 meV
gap coefficient of t, sum over states = -3.0000
gap coefficient of t^2/V1, sum over states = 2.5000
gap coefficient of t^2/V1, diagonalization = 2.5000
gap remainder at V1/t = 40: 0.0376 t
gap remainder at V1/t = 80: 0.0248 t
crystal energy/electron at V1/t = 80: -0.03796 t
second-order formula at V1/t = 80: -0.03750 t
rigid classical gap with all tails = 18.980 meV
gap with tails, 12 sites = 16.134 meV
gap with tails, 18 sites = 17.856 meV
scan at fixed r_s: V0, W, t, V1 in meV; V1/t; order (12 sites)
  5.0  11.7909  1.3466  10.3620  7.69  0.7986
  10.0  5.7792  0.6613  9.7249  14.71  0.9261
  15.0  2.7274  0.3076  9.4572  30.75  0.9823
  20.0  1.3229  0.1480  9.3403  63.11  0.9959
order with hopping enlarged 40 times = 0.4234
order without repulsion = 0.2125
\end{verbatim}
